# Why Vacuum Dilutes In-Plane and Normal Permittivities of a Layered Supercell Differently

## Definitions and conventions

A layer of thickness $t$ is repeated along $z$ with period $L$, and the remaining length $L-t$ is vacuum. The layer has relative electronic permittivity $\varepsilon_p$ for fields in its plane and $\varepsilon_n$ for fields along its normal. Both are static, linear responses with the atoms held fixed, and both exceed 1. The layer is insulating and isotropic within its plane.

The algebra uses atomic units with the Gaussian factor $4\pi$, so that $\mathbf D=\mathbf E+4\pi\mathbf P$. Sheet polarizabilities are then lengths. Angle brackets denote an average over one period,

$$\langle f\rangle=\frac1L\int_0^L f(z)\,dz .$$

The supercell permittivity relates averaged fields:

$$\langle D_x\rangle=\bar\varepsilon_p\langle E_x\rangle,\qquad \langle D_z\rangle=\bar\varepsilon_n\langle E_z\rangle. \tag{1}$$

The numerical output writes $\bar\varepsilon_p,\bar\varepsilon_n$ as E_p, E_n. At first the layer is treated as a local medium with profiles $\varepsilon_p(z)$ and $\varepsilon_n(z)$, equal to 1 in vacuum. This assumption is removed later.

Equation (1) averages two fields, and $D=\varepsilon E$ holds at each $z$. If $E$ is the same everywhere, it comes out of the average of $D$ and leaves the mean permittivity. If $D$ is the same everywhere, it comes out of the average of $E$ and leaves the mean inverse permittivity. The direction of the field decides which case applies.

## The in-plane contribution: a common electric field

A static field obeys $\nabla\times\mathbf E=0$. For a field that does not vary along the plane, the $y$ component of this equation is $\partial_zE_x=0$. Layer and vacuum therefore feel the same $E_x$, and

$$\langle D_x\rangle=\langle\varepsilon_p E_x\rangle=\langle\varepsilon_p\rangle E_x .$$

For a uniform layer this gives

$$\bar\varepsilon_p=\frac{t\varepsilon_p+(L-t)}{L}=1+\frac tL(\varepsilon_p-1). \tag{2}$$

Layer and vacuum act as capacitors in parallel: they share a voltage and their charges add. Vacuum contributes no polarization, but it does not weaken the field in the layer.

## The normal contribution: a common displacement

With no external charge inside the cell, $\nabla\cdot\mathbf D=0$. For a field along $z$ this reads $\partial_zD_z=0$, so $D_z$ is uniform. The electric field is not: $E_z=D_z/\varepsilon_n(z)$. Hence

$$\langle E_z\rangle=\left\langle\frac1{\varepsilon_n}\right\rangle D_z,$$

and, for a uniform layer,

$$\frac1{\bar\varepsilon_n}=\frac1L\left(\frac t{\varepsilon_n}+L-t\right)=1-\frac tL\left(1-\frac1{\varepsilon_n}\right). \tag{3}$$

These are capacitors in series: they carry the same charge and their voltages add. Bound charge on the layer's faces reduces the field inside by the factor $\varepsilon_n$ and leaves the vacuum field equal to $D_z$. Vacuum therefore takes a larger share of the voltage than its share of the length.

The limit of a very polarizable layer separates the two laws. As $\varepsilon_p\to\infty$, $\bar\varepsilon_p$ grows without bound. As $\varepsilon_n\to\infty$, the field in the layer vanishes and

$$\bar\varepsilon_n\to\frac L{L-t}.$$

For finite $\varepsilon_n$ this is an upper bound, set by the vacuum alone. When $L=t$, equations (2) and (3) return the layer values; when $L\to\infty$ at fixed $t$, both tend to 1.

## Numbers for a thin layer

Take rough values in the regime of a MoS$_2$ monolayer: $t=6.2$ Å, $\varepsilon_p=15$, $\varepsilon_n=6$. With $L=20$ Å the filling fraction is $f=t/L=0.31$, and

$$\bar\varepsilon_p=1+0.31\times14=5.34,$$

$$\frac1{\bar\varepsilon_n}=1-0.31\times\frac56=0.742,\qquad \bar\varepsilon_n=1.35 .$$

Averaging the normal permittivity instead would give $1+0.31\times5=2.55$. This exceeds the bound $20/13.8=1.45$, so no layer of this thickness could produce it within the model.

With the layer unchanged, $L=10$ Å gives the pair $(9.68,\,2.07)$ and $L=40$ Å gives $(3.17,\,1.15)$.

## Geometry and material anisotropy weighed

The supercell is anisotropic even if the layer is not. Set $\varepsilon_p=\varepsilon_n=\varepsilon$. Equation (3) becomes $\bar\varepsilon_n=\varepsilon/[f+(1-f)\varepsilon]$, so

$$\bar\varepsilon_p-\bar\varepsilon_n=\frac{[f\varepsilon+1-f][f+(1-f)\varepsilon]-\varepsilon}{f+(1-f)\varepsilon}.$$

Expanding the product, the numerator is

$$f(1-f)(\varepsilon^2+1)+\varepsilon\left[f^2+(1-f)^2-1\right].$$

The last bracket equals $-2f(1-f)$. Therefore

$$\bar\varepsilon_p-\bar\varepsilon_n=\frac{f(1-f)(\varepsilon-1)^2}{f+(1-f)\varepsilon}\ge0. \tag{4}$$

The difference is of second order in $\varepsilon-1$. For a weakly polarizable layer the two averages agree to first order, because the layer then barely changes the field acting on it.

In the example at $L=20$ Å the total difference is $5.34-1.35=3.99$. An isotropic layer with $\varepsilon=6$ would give $2.55-1.35=1.20$; raising only its in-plane value to 15 adds the other 2.79. Starting instead from an isotropic layer with $\varepsilon=15$, the normal value is $15/(0.31+0.69\times15)=1.41$ and the difference is already 3.93. Lowering $\varepsilon_n$ to 6 adds only 0.06. The split thus depends on the starting point, so neither share is a property of the layer alone. The second route does show how little the normal supercell value reveals about $\varepsilon_n$.

## The same laws without a local permittivity

A layer a few atoms thick has no sharp dielectric faces. Its response can be defined without them. Let an isolated layer acquire dipole moment per area $A_pE_x$ in an in-plane field, and $A_nD_z$ in a normal external field $D_z$.

Now repeat the layer. A uniform in-plane polarization has no bound charge, since its divergence vanishes. A uniform normal polarization is a pair of opposite charge sheets, whose fields cancel outside. Neither acts on the neighbouring layers. Atomic structure adds fields that vary laterally with reciprocal vectors $G$; by Laplace's equation they decay as $e^{-Gz}$. If these fields and the overlap of electron densities are negligible, each layer responds as if isolated.

The average polarization is the dipole per area divided by $L$. In-plane,

$$D_x=E_x+\frac{4\pi A_p}{L}E_x\quad\Rightarrow\quad \bar\varepsilon_p=1+\frac{4\pi A_p}{L}. \tag{5}$$

Along the normal, the average field is the external field minus $4\pi$ times the average polarization:

$$\langle E_z\rangle=D_z-\frac{4\pi A_n}{L}D_z\quad\Rightarrow\quad \frac1{\bar\varepsilon_n}=1-\frac{4\pi A_n}{L}. \tag{6}$$

The inverse appears because the normal dipole follows $D_z$, while the in-plane dipole follows $E_x$. No thickness enters.

For a uniform slab, $P_x=(\varepsilon_p-1)E_x/4\pi$, and $P_z=(\varepsilon_n-1)E_z/4\pi$ with $E_z=D_z/\varepsilon_n$ inside. Multiplying by $t$,

$$A_p=\frac{t(\varepsilon_p-1)}{4\pi},\qquad A_n=\frac t{4\pi}\left(1-\frac1{\varepsilon_n}\right), \tag{7}$$

which turns (5) and (6) back into (2) and (3). In the example $A_p=6.91$ Å (0.691 nm) and $A_n=0.411$ Å (0.0411 nm), a ratio of about 17. The ratio of susceptibilities, $(\varepsilon_p-1)/(\varepsilon_n-1)$, is only 2.8; the remaining factor is $\varepsilon_n=6$, by which the depolarizing field reduces the normal field inside the layer.

Equations (5) and (6) were tested on a slab of point atoms: three simple cubic planes, spacing 3 Å, atomic polarizability 3 Å$^3$. The isolated slab has $A_p=1.915$ Å and $A_n=0.512$ Å. Supercells with $L=18$, 27 and 45 Å, solved with all periodic dipole fields, return the same two values within a relative tolerance of $10^{-4}$, although $\bar\varepsilon_p$ falls from 2.34 to 1.53.

Assigning this slab a thickness of 9 Å gives layer permittivities 3.67 in-plane and 3.50 normal, against 3.61 for the bulk lattice. The difference comes from the surface planes, each of which lacks one neighbour. The laterally varying potential of a square array of unit charges, directly above a site, is a sum of positive terms $e^{-Gz}/G$. Its second $z$ derivative, which gives the field of normal dipoles, is positive. By Laplace's equation each in-plane second derivative is minus half of that. A missing neighbour therefore weakens the normal response and strengthens the in-plane one.

## Oblique and finite wave vectors

Let the field vary as $e^{i\mathbf q\cdot\mathbf r}$, with $\mathbf q$ at angle $\theta$ to the normal. At long wavelength the averaged field is $-i\mathbf q\phi$, and Gauss's law gives $(\bar\varepsilon_pq_x^2+\bar\varepsilon_nq_z^2)\phi=4\pi\rho_{\rm ext}$. The external charge alone would give $q^2\phi_{\rm ext}=4\pi\rho_{\rm ext}$. The ratio $\phi_{\rm ext}/\phi$ is

$$\bar\varepsilon(\theta)=\bar\varepsilon_p\sin^2\theta+\bar\varepsilon_n\cos^2\theta .$$

At $L=20$ Å and $\theta=35^\circ$ this is 2.66, and a direct solution of Poisson's equation gives the same value.

The in-plane law also needs a condition on $q$. For a potential $\phi(z)e^{iqx}$ and an external charge uniform in $z$,

$$-(\varepsilon_n\phi')'+q^2\varepsilon_p\phi=q^2\phi_{\rm ext}. \tag{8}$$

Averaging removes the periodic derivative, so $\phi_{\rm ext}=\langle\varepsilon_p\phi\rangle$. Write $\phi=\phi_0(1+q^2g)$ with $\langle g\rangle=0$. To leading order $\phi_{\rm ext}=\bar\varepsilon_p\phi_0$, and (8) becomes

$$(\varepsilon_ng')'=\varepsilon_p-\bar\varepsilon_p .$$

Put $z=0$ at the layer's centre and let $F$ be the odd function with $F'=\varepsilon_p-\bar\varepsilon_p$. Then $\varepsilon_ng'=F$; an added constant would make $g$ non-periodic. The permittivity at finite $q$ is

$$\frac{\langle\varepsilon_p\phi\rangle}{\langle\phi\rangle}=\bar\varepsilon_p+q^2\langle\varepsilon_pg\rangle=\bar\varepsilon_p+q^2\langle F'g\rangle=\bar\varepsilon_p-q^2\left\langle\frac{F^2}{\varepsilon_n}\right\rangle .$$

The second equality uses $\langle g\rangle=0$, the third integration by parts. In vacuum $F$ has slope $1-\bar\varepsilon_p$ and vanishes midway between layers, so its magnitude at a face is $F_m=(\bar\varepsilon_p-1)(L-t)/2$. In both regions $F$ runs linearly between $\pm F_m$, and $F^2$ averages to $F_m^2/3$. Since $\langle1/\varepsilon_n\rangle=1/\bar\varepsilon_n$,

$$\delta\bar\varepsilon_p=-\frac{q^2(\bar\varepsilon_p-1)^2(L-t)^2}{12\,\bar\varepsilon_n}. \tag{9}$$

The potential is lower in the layer than in the vacuum, so the polarizable region counts for less. At $L=20$ Å the relative loss is $(41.5\ \text{Å}^2)\,q^2$, which reaches 5% at $q=0.035$ Å$^{-1}$; the solution of (8) there gives 4.7%. The layer's own contribution is $\bar\varepsilon_p-1=4\pi A_p/L$, with $A_p$ from (7). For $t\ll L$ and $\bar\varepsilon_n\approx1$, the loss relative to this contribution is about $q^2(\bar\varepsilon_p-1)L^2/12=\pi q^2A_pL/3$. As long as the expansion in $q$ holds, this fraction grows with $L$ at fixed $q$. To obtain the layer's contribution from equation (2), one must therefore take $q\to0$ before the vacuum is made large.

## Recovering the layer from the supercell

Inverting (2) gives $\varepsilon_p=1+(L/t)(\bar\varepsilon_p-1)$, so an error in $\bar\varepsilon_p$ is multiplied by $L/t$. Inverting (3) gives

$$\frac1{\varepsilon_n}=1-\frac Lt\left(1-\frac1{\bar\varepsilon_n}\right).$$

Differentiating both sides,

$$d\varepsilon_n=\frac Lt\left(\frac{\varepsilon_n}{\bar\varepsilon_n}\right)^2d\bar\varepsilon_n .$$

The squared factor makes the normal inversion fragile. With $L=40$ Å, an error of $+0.01$ in each supercell value changes the inferred $\varepsilon_p$ from 15 to 15.06, but $\varepsilon_n$ from 6 to 8.5. At $L=10$ Å the latter becomes 6.1. More vacuum reduces overlap between images but worsens the amplification of a fixed absolute error in $\bar\varepsilon_n$, such as rounding. An error in the layer's own response is amplified equally at every $L$: 1% in $A_n$ changes $\varepsilon_n$ from 6 to 6.3.

The choice of thickness matters as well. Hold $A_p$ and $A_n$ fixed and change the assumed $t$ by 0.5 Å. For $t=5.7$ Å the inferred pair $(\varepsilon_p,\varepsilon_n)$ is $(16.2,\,10.7)$; for $t=6.7$ Å it is $(14.0,\,4.4)$. Below $t=4\pi A_n=5.17$ Å no positive $\varepsilon_n$ exists. The sheet polarizabilities are the better quantities to report for an isolated layer.

## Field division and the real layer

For $D=1$ MV/cm, which is 0.01 V/Å, the vacuum field is 1 MV/cm and the layer field 0.167 MV/cm. At $L=20$ Å an electron's energy changes by $0.01\times13.8=0.138$ eV across the vacuum and by 0.010 eV across the layer. The vacuum is 69% of the length but takes 93% of the voltage.

The layer parameters are rough values for MoS$_2$, and $t$ is close to the spacing of layers in the bulk crystal. The following estimates, with equally rough inputs, size what the model omits.

- **Image coupling.** For an ionization energy of 6 eV, the density tail at mid-vacuum is reduced by about $10^{-2}$ at $L=10$ Å and $3\times10^{-8}$ at 20 Å. For a lattice constant of 3.2 Å, the lateral field factors are $2\times10^{-4}$ and $3\times10^{-14}$. The change in polarizability caused by overlap is of second order in the orbital tails and decays roughly as the square of the first factor, $7\times10^{-5}$ at $L=10$ Å. With prefactors omitted, the two effects cannot be ranked in the 10 Å cell; both are negligible at 20 Å.
- **Lattice motion.** One polar mode of 0.048 eV with Born charge $1e$ adds 0.08 Å to $A_p$, about 1%.
- **Strong fields.** At $L=20$ Å the potential drop across the vacuum equals the ionization energy at $D\approx43$ MV/cm. Transfer to the next layer becomes favourable much earlier: with a 2 eV gap, the drop over one period equals the gap at about 13.5 MV/cm, and attraction between the electron and the hole it leaves lowers this threshold somewhat. Neither value is a safe working limit. In a periodic stack, transfer across $N$ periods is favourable at $1/N$ of this field and is held back only by slow tunnelling, and in real samples defects and contacts can cause breakdown at lower fields.
- **Free carriers.** With a 2 eV gap, thermal carriers at 300 K number about $10^{-4}$ cm$^{-2}$ and are negligible. Doping is not. A static potential $\phi$ induces charge $-n\phi/k_BT$ per area in a nondegenerate gas of density $n$, while a sheet polarizability $A$ induces $-Aq^2\phi$. The carriers thus act as $A_{\rm free}=n/(k_BTq^2)$. For $n=10^{12}$ cm$^{-2}$ this classical estimate exceeds $A_p$ at wavelengths above about 70 Å. That is close to the thermal de Broglie wavelength, 61 Å for a mass of $0.5\,m_e$, where the gas responds less than classically. For non-interacting carriers the crossover therefore lies nearer 80 Å. The carriers do interact: at the separation $(\pi n)^{-1/2}=56$ Å their repulsion in a free-standing layer, screened by $A_p$, is about 0.2 eV, or $8k_BT$. Correlation can then change the response by a factor of order one or more, so these figures give only its scale.

Of the omissions estimated here, doping changes the in-plane result most. At $q=0.035$ Å$^{-1}$, where (2) is otherwise good to 5%, the classical estimate for the carriers is $(0.090/0.0347)^2\approx6.7$ times $A_p$; quantum corrections lower this to about 6 for non-interacting carriers, and correlation leaves only the order of magnitude reliable. The static in-plane values above therefore apply to an undoped layer. For the normal direction, the inferred $\varepsilon_n$ depends strongly on the thickness convention, whereas $A_n$ does not depend on it.

## Computed results

```
layer thickness t = 6.2 angstrom (rough)
layer permittivity in-plane 15, normal 6 (rough)
L = 10 angstrom: formula E_p 9.680, E_n 2.069
  Poisson solution: E_p 9.680, E_n 2.069
  normal value if permittivity were averaged: 4.100
  upper bound L/(L-t) on E_n: 2.632
L = 20 angstrom: formula E_p 5.340, E_n 1.348
  Poisson solution: E_p 5.340, E_n 1.348
  normal value if permittivity were averaged: 2.550
  upper bound L/(L-t) on E_n: 1.449
L = 40 angstrom: formula E_p 3.170, E_n 1.148
  Poisson solution: E_p 3.170, E_n 1.148
  normal value if permittivity were averaged: 1.775
  upper bound L/(L-t) on E_n: 1.183
L = 20, q at 35 deg to normal: formula 2.662, Poisson 2.662
graded layer, averages: E_p 4.722, E_n 1.526
graded layer, Poisson: E_p 4.722, E_n 1.526
L = 20: q for estimated 5% loss of E_p = 0.0347 1/angstrom
  q L there = 0.69; Poisson loss = 4.67 %
atomic slab: 3 planes, spacing 3 angstrom, atom 3 angstrom^3
  bulk permittivity of the same lattice: 3.612
  isolated slab: A_p 1.9148, A_n 0.5115 angstrom
  L = 18 angstrom: E_p 2.3368, E_n 1.5554, A_p 1.9148, A_n 0.5115 angstrom
  L = 27 angstrom: E_p 1.8912, E_n 1.3124, A_p 1.9148, A_n 0.5115 angstrom
  L = 45 angstrom: E_p 1.5347, E_n 1.1666, A_p 1.9148, A_n 0.5115 angstrom
  layer values for t = 9 angstrom: in-plane 3.674, normal 3.499
MoS2-like layer: A_p = 6.907 angstrom = 0.6907 nm
MoS2-like layer: A_n = 0.411 angstrom = 0.0411 nm
same A, t taken as 5.7 angstrom: in-plane 16.23, normal 10.69
same A, t taken as 6.7 angstrom: in-plane 13.96, normal 4.37
smallest t giving positive finite e_n: 5.17 angstrom
error +0.01 in E at L = 10: inferred in-plane 15.02, normal 6.14
error +0.01 in E at L = 20: inferred in-plane 15.03, normal 6.71
error +0.01 in E at L = 40: inferred in-plane 15.06, normal 8.46
D = 1 MV/cm: field in vacuum 1.000, in layer 0.167 MV/cm
  L = 20: energy drop in vacuum 0.1380 eV, in layer 0.0103 eV
rough inputs: ionization 6 eV, gap 2 eV, mass 0.5 m_e, 2 valleys
  lattice constant 3.2 angstrom, Born charge 1 e, phonon 0.048 eV
L = 20: D where vacuum level meets filled levels: 43.5 MV/cm
L = 10: density tail factor at mid-vacuum 8.5e-03, lateral field factor 1.8e-04
L = 20: density tail factor at mid-vacuum 3.0e-08, lateral field factor 2.6e-14
lattice part of A_p: 0.077 angstrom = 1.1 % of electronic part
thermal carriers at 300 K: 1.7e-04 cm^-2
doping 1e+12 cm^-2: density / band capacity = 0.093
  free carriers outweigh A_p below q = 0.090 1/angstrom (wavelength 70 angstrom)
```
